# Mark-Helfrich Current for Exponentially Distributed Traps

## 1. A layer without traps

A flat layer of thickness $L$ receives positive carriers of charge $q$ from a contact at $x=0$ and gives them up at $x=L$. They drift along $+x$ with constant mobility $\mu$ in a medium of permittivity $\epsilon$. For electrons, the signs of charge, field, voltage and current are reversed together and the magnitudes below are unchanged.

In steady state the current density $J$ is the same at every $x$. With free density $n$, field $F$ and diffusion neglected,

$$J=q\mu nF,\qquad \epsilon\frac{dF}{dx}=qn .$$

Substituting $qn=J/(\mu F)$ into the second equation gives

$$F\frac{dF}{dx}=\frac{J}{\epsilon\mu}.$$

The contact is assumed ohmic: it can supply more carriers than the layer carries away, and the injected charge screens the field there. The idealised condition is $F(0)=0$. Integration gives $F^2=2Jx/(\epsilon\mu)$, so $F\propto x^{1/2}$. The potential drop is

$$V=\int_0^L F\,dx=\frac23 L\,F(L).$$

Hence $F(L)=3V/(2L)$, and

$$J=\frac{\epsilon\mu F(L)^2}{2L}=\frac98\,\epsilon\mu\frac{V^2}{L^3}. \tag{1}$$

This is the Mott-Gurney law. The layer holds a charge per area of order $\epsilon V/L$, hence a density of order $\epsilon V/(qL^2)$. Multiplying by the velocity $\mu V/L$ gives $V^2/L^3$.

Here $V$ is the electrostatic drop across the layer, that is, the applied voltage minus any built-in voltage.

Suppose now that traps hold $n_t=Kn$ carriers, with $K$ constant. They add to the space charge but carry no current. Poisson's equation acquires the factor $1+K$, and the same integration gives (1) divided by $1+K$. A linear trap relation lowers the current but leaves the exponents alone. As long as the mobility and the trap relation do not depend on the field, a steeper law therefore needs a nonlinear relation between $n$ and $n_t$.

## 2. Why the two exponents are linked

Let the total mobile and trapped density be any function $\rho(n)$, the same at every $x$. The drift equations become

$$\epsilon\frac{dF}{dx}=q\,\rho\!\left(\frac{J}{q\mu F}\right),\qquad F(0)=0. \tag{2}$$

Take a solution $F(x)$ with current $J$, and define $\tilde F(x)=\lambda F(x/\lambda)$ and $\tilde J=\lambda J$. The derivative of $\tilde F$ at $x$ equals that of $F$ at $x/\lambda$, and $\tilde J/\tilde F(x)=J/F(x/\lambda)$. So $\tilde F$ also solves (2). It belongs to thickness $\lambda L$ and voltage

$$\int_0^{\lambda L}\lambda F(x/\lambda)\,dx=\lambda^2V .$$

The quantities $J/L$ and $V/L^2$ are both unchanged by this scaling, so $J/L$ is a function of $V/L^2$. If that function is a power with exponent $m$,

$$\frac JL\propto\left(\frac{V}{L^2}\right)^m
\quad\Longrightarrow\quad J\propto\frac{V^m}{L^{2m-1}}. \tag{3}$$

The trap-free case has $m=2$. For the exponential distribution we shall find $m=l+1$, and (3) then requires the thickness exponent $2l+1$. The link rests on uniform material, drift transport with a mobility independent of the field, $F(0)=0$ and a relation $\rho(n)$ that does not contain the field.

## 3. Filling an exponential trap distribution

Let $E>0$ be the depth of a trap measured from the transport edge into the gap. The density of traps per unit energy is

$$h(E)=\frac{N_t}{kT_t}e^{-E/kT_t},\qquad l=\frac{T_t}{T}.$$

Here $N_t$ is the total trap density, $T$ the lattice temperature and $T_t$ the characteristic trap temperature, which measures the width of the distribution.

Free and trapped carriers at one position are assumed to share a quasi-Fermi level at depth $E_F$. With $N$ the effective density of transport states and $n\ll N$,

$$u\equiv\frac nN=e^{-a},\qquad a=\frac{E_F}{kT}. \tag{4}$$

Traps deeper than $E_F$ are mostly full. With $t=E/kT$ the trapped density is

$$n_t=\frac{N_t}{l}\int_0^\infty\frac{e^{-t/l}}{1+e^{a-t}}\,dt. \tag{5}$$

**The case $l>1$.** Well above the quasi-Fermi level ($t<a$) the occupation is close to $e^{t-a}$, so the integrand grows as $e^{t(1-1/l)}$ towards deeper traps. Below that level it falls as $e^{-t/l}$. The integrand therefore peaks near the quasi-Fermi level, with a tail of length $kT_t$ towards deeper traps, and the lower limit can be moved to $-\infty$ at small cost. Put $s=a-t$ and $p=1/l$:

$$\int_{-\infty}^{\infty}\frac{e^{-t/l}}{1+e^{a-t}}dt
=e^{-a/l}\,I,\qquad I=\int_{-\infty}^{\infty}\frac{e^{ps}}{1+e^s}ds .$$

To find $I$ for $0<p<1$, integrate the same function round a long rectangle whose horizontal sides are the real axis and the line $\mathrm{Im}\,s=2\pi$. On the upper side the integrand is $e^{2\pi ip}$ times that on the real axis and the direction is reversed. The vertical sides vanish as they move outwards. The enclosed pole at $s=i\pi$ has residue $e^{i\pi p}/e^{i\pi}=-e^{i\pi p}$. Thus

$$(1-e^{2\pi ip})I=-2\pi i\,e^{i\pi p}
\quad\Longrightarrow\quad I=\frac{\pi}{\sin\pi p}.$$

Since $e^{-a/l}=u^{1/l}$,

$$n_t=\Gamma N_t\left(\frac nN\right)^{1/l},\qquad
\Gamma=\frac{\pi/l}{\sin(\pi/l)}. \tag{6}$$

The piece added by moving the limit has $t<0$, where the occupation is nearly $e^{t-a}$. To leading order it is

$$\frac{N_t}{l}e^{-a}\int_{-\infty}^0e^{t(1-1/l)}dt=\frac{N_tu}{l-1}.$$

Relative to (6) this is $u^{1-1/l}/[\Gamma(l-1)]$, which is small for small $u$ unless $l$ is close to 1.

Replacing the Fermi function by a step at $E_F$ would give (6) with $\Gamma=1$. Since $y/\sin y\simeq1+y^2/6$ for small $y$, $\Gamma$ tends to 1 for a broad distribution, $l\gg1$.

**The case $l<1$.** The integrand now falls from the band edge downwards. For small $u$ the traps that matter lie well above the quasi-Fermi level, and

$$n_t\simeq\frac{N_tu}{l}\int_0^\infty e^{-t(1/l-1)}dt=\frac{N_t}{1-l}\frac nN .$$

This is the linear relation of part 1, so the current returns to $V^2/L^3$. Its relative error is of order $u^{1/l-1}$, which is again small for small $u$ unless $l$ is close to 1.

**The border $l=1$.** The integral can be done in closed form:

$$n_t=N_t\int_0^\infty\frac{dt}{e^t+e^a}=N_tu\ln\left(1+\frac1u\right).$$

The divergence of $\Gamma$ as $l\to1$ thus comes from extending the integration range and is not physical. The condition $l>1$ is necessary for the Mark-Helfrich law, which is derived in part 4 as equation (11). It is not sufficient: the free charge must also be small beside the trapped charge, and with few traps this can fail even when $l$ is well above 1.

## 4. The current

Take $l>1$ and assume that trapped charge dominates, $n\ll n_t$. The traps must also be far from full, $n_t\ll N_t$, so that (6) holds. Inverting (6),

$$n=N\left(\frac{n_t}{\Gamma N_t}\right)^l. \tag{7}$$

Poisson's equation is now $\epsilon\,dF/dx=qn_t$. Insert (6) with $n=J/(q\mu F)$:

$$\epsilon\frac{dF}{dx}=q\Gamma N_t\left(\frac{J}{q\mu NF}\right)^{1/l}.$$

Multiplying by $F^{1/l}/\epsilon$ separates the variables:

$$F^{1/l}\frac{dF}{dx}=A,\qquad
A=\frac{q\Gamma N_t}{\epsilon}\left(\frac{J}{q\mu N}\right)^{1/l}. \tag{8}$$

Since $1/l+1=(l+1)/l$, integration from $F(0)=0$ gives

$$\frac{l}{l+1}F^{(l+1)/l}=Ax
\quad\Longrightarrow\quad
F(x)=\left[\frac{(l+1)A}{l}\,x\right]^{l/(l+1)}. \tag{9}$$

The field has the form $F(L)(x/L)^{l/(l+1)}$. Its integral contains the factor $1/[l/(l+1)+1]=(l+1)/(2l+1)$, so

$$V=\frac{l+1}{2l+1}\,L\,F(L),\qquad
F(L)=\frac{2l+1}{l+1}\frac VL. \tag{10}$$

To extract $J$, set $x=L$ in the first form of (9) and raise it to the power $l$:

$$\left(\frac{l}{l+1}\right)^lF(L)^{l+1}=A^lL^l
=\left(\frac{q\Gamma N_t}{\epsilon}\right)^l\frac{J}{q\mu N}L^l .$$

Solving for the current,

$$J=q\mu N\left[\frac{\epsilon l}{q\Gamma N_t(l+1)}\right]^l\frac{F(L)^{l+1}}{L^l}.$$

Inserting (10) contributes $V^{l+1}$ and a further $L^{-(l+1)}$, which makes $L^{-(2l+1)}$ in all:

$$\boxed{J=q\mu N\left[\frac{\epsilon l}{q\Gamma N_t(l+1)}\right]^l
\left(\frac{2l+1}{l+1}\right)^{l+1}\frac{V^{l+1}}{L^{2l+1}}} \tag{11}$$

The scaling has a direct reading. Electrostatics fixes the trapped density at order $\epsilon V/(qL^2)$. By (7) the free density follows its $l$-th power, $(V/L^2)^l$. The velocity supplies one more factor $V/L$. Each added carrier is mostly trapped, but it raises the quasi-Fermi level and with it the free density.

The exponents were checked by integrating Poisson's equation numerically with the trap integral (5) and the free charge both included. For this check $N_t$ was set to $10^{19}\ \mathrm{cm^{-3}}$ to keep the free charge small; the other parameters, apart from $l$, are those of part 5. Doubling $V$ at fixed $L$, and $L$ at fixed $V$, gave these powers:

| $l$ | power of $V$ | power of $L$ |
|---|---|---|
| 2 | 2.999 | −4.999 |
| 3 | 4.000 | −7.000 |
| 5 | 6.000 | −11.000 |

With $l=0.6$ and $N_t=10^{21}\ \mathrm{cm^{-3}}$ the powers were 2.000 and −3.000, as part 3 requires.

## 5. A molecular crystal in numbers

Consider hole injection into a crystal of the anthracene type, with rough or chosen values:

- $L=50\ \mathrm{\mu m}$, $V=200$ V, $T=300$ K and $T_t=900$ K, hence $l=3$;
- $\mu=1\ \mathrm{cm^2/Vs}$ along the current and relative permittivity 3;
- $N=4\times10^{21}\ \mathrm{cm^{-3}}$, about one state per molecule, and $N_t=10^{17}\ \mathrm{cm^{-3}}$.

The law predicts $J\propto V^4/L^7$. The occupation factor is $\Gamma=(\pi/3)/\sin(\pi/3)=1.209$. Since $J\propto\Gamma^{-l}$, step occupation would overestimate the current by a factor $\Gamma^3=1.77$.

The mean field is 0.040 MV/cm. By (10) the exit field is $7/4$ of this, 0.070 MV/cm or $7.0\times10^6$ V/m. Differentiating (9) at $x=L$ gives the trapped density there:

$$n_t(L)=\frac{\epsilon}{q}\frac{l}{l+1}\frac{F(L)}{L}
=\frac{2.656\times10^{-11}\times0.75\times7.0\times10^6}{1.602\times10^{-19}\times5\times10^{-5}}\ \mathrm{m^{-3}},$$

which is $1.74\times10^{13}\ \mathrm{cm^{-3}}$. Equation (7) then gives

$$n(L)=4\times10^{21}\left(\frac{1.741\times10^{13}}{1.209\times10^{17}}\right)^3
=1.19\times10^{10}\ \mathrm{cm^{-3}}.$$

The quasi-Fermi depth is $kT\ln(N/n)=0.686$ eV at the exit. The current density is

$$J=q\mu nF=1.602\times10^{-19}\times1\times1.1935\times10^{10}\times7.0\times10^4
\simeq1.34\times10^{-4}\ \mathrm{A/cm^2},$$

or 1.34 A/m². Without traps, (1) would give $9.56\times10^{-2}\ \mathrm{A/cm^2}$ at the same voltage, about 700 times more.

## 6. The free charge and the upper end of the law

At the exit $n/n_t=6.9\times10^{-4}$. The ratio grows towards the contact: $n\propto1/F$ and $n_t\propto F^{-1/l}$, so $n/n_t\propto x^{-(l-1)/(l+1)}$, which is $x^{-1/2}$ here. Extrapolated with the trap-only profile (9), it would reach 1 at $x/L\simeq5\times10^{-7}$, a distance below atomic size; free charge in Poisson's equation makes this distance smaller still. The failure of $n\ll n_t$ at the contact is therefore harmless here; diffusion matters there much sooner.

The sign of the free-charge correction follows from (2). At fixed $J$, more charge at a given field makes $F$ rise faster, so $V$ at $x=L$ is larger. A larger $J$ also raises $V$, because $\rho$ increases with $n$. To restore the original $V$ the current must fall. Numerically it falls from $1.339\times10^{-4}$ to $1.331\times10^{-4}\ \mathrm{A/cm^2}$, or 0.6 %.

With this charge included, doubling $V$ at fixed $L$ multiplies $J$ by 15.74 instead of 16. Doubling $L$ at fixed $V$ divides it by 127.3 instead of 128. Both shifts fit $n/n_t\propto(V/L^2)^{l-1}$: the small correction grows fourfold when $V$ doubles and nearly disappears when $L$ doubles.

At high voltage free charge takes over and the current approaches (1). Since the ratio of (11) to (1) grows as $V^{l-1}$, the two laws meet at

$$V_\times=V\left(\frac{J_{\text{trap-free}}}{J}\right)^{1/(l-1)}
=200\left(\frac{9.5625\times10^{-2}}{1.3385\times10^{-4}}\right)^{1/2}
\simeq5.3\times10^3\ \mathrm{V}.$$

The change is gradual. At $V_\times$ the computed current is 0.29 of the value that either law gives alone, because both kinds of charge then contribute. The mean field would be 1.07 MV/cm, similar to a rough breakdown scale of 1 MV/cm, and flow close to (1) needs a still higher field. This layer would therefore be expected to break down first.

## 7. What the law leaves out

**Diffusion.** In the drift solution the field vanishes at the injecting contact and the density gradient is large there, so diffusion cannot be neglected. With diffusion and a high contact density, the accumulated carriers reverse the field next to the contact. It passes through zero at a plane inside the layer, and between the contact and this plane diffusion drives the current against the field. A drift-diffusion integration was made with an assumed free density of $10^{18}\ \mathrm{cm^{-3}}$ at the contact and no accumulation at the exit. It gave 1.12 times the current of (11) at 199.5 V and 50.8 μm, and 1.78 times at 19.5 V and 53.5 μm, each compared with (11) at its own voltage and thickness. If the small difference in thickness is disregarded, the apparent voltage exponent over this decade is lowered by

$$\frac{\ln(1.78/1.12)}{\ln(199.5/19.5)}\simeq0.2 ,$$

from 4 to about 3.8. A fitted slope would then underestimate $l$.

**Thermal background.** Suppose that $10^4\ \mathrm{cm^{-3}}$ free holes are present before injection, neutralised together with their trapped partners by fixed charge. The partners number $1.6\times10^{11}\ \mathrm{cm^{-3}}$, far more than the free holes and about 1 % of the trapped density at the exit. They raise the quasi-Fermi level without adding net charge, and the current rises by 2 %. The comparison to make is thus between trapped densities.

**Field-assisted release.** If the field lowers the release barrier by $\Delta$ in every direction and capture is unchanged, $n$ at fixed $n_t$ rises by a factor $e^{\Delta/kT}$. In fact the barrier is lowered most along the field, so the value of $\Delta$ for that direction gives an upper estimate. A neutral trap of assumed reach $b=1$ nm has $\Delta\simeq qFb=0.007$ eV for escape along the exit field, a factor of at most 1.3. A trap that is charged when empty attracts the carrier at long range. Its potential energy along the field is

$$U(r)=-\frac{q^2}{4\pi\epsilon r}-qFr ,$$

with a maximum at $r^2=q/(4\pi\epsilon F)$. There both terms are equal, so

$$\Delta=2qFr=q\sqrt{\frac{qF}{\pi\epsilon}}=0.116\ \mathrm{eV}.$$

At the exit this Poole-Frenkel lowering gives $e^{\Delta/kT}=89$ for escape along the field. At an angle $\theta$ to the field the lowering is $\Delta\sqrt{\cos\theta}$ in the forward half of space. If it is taken as zero in the backward half, the average over directions is, with $\beta=\Delta/kT=4.48$,

$$\frac12+\frac{1+(\beta-1)e^{\beta}}{\beta^2}\simeq16 .$$

This is a local factor for $n$ at fixed $n_t$, not the factor by which the current rises. It also treats each trap as isolated. The barrier maximum lies at $r=8.3$ nm, while charged traps placed at random with density $N_t$ have a mean nearest-neighbour distance of about 12 nm. Their potentials overlap, so the factor is only a rough guide. The relation between $n$ and $n_t$ then contains the field, and the scaling of part 2 is lost. Equation (11) should not be used for such traps at these fields.

**Temperature.** At 310 K, with $T_t$, $\mu$, $N$ and $N_t$ fixed, $l$ falls to 2.90 and $J$ rises by a factor of 2.2. A voltage sweep must therefore be isothermal if its slope is to give $l$. The dissipated power here is 0.027 W/cm²; the resulting temperature rise depends on the mounting.

**Comparison with real crystals.** The permittivity, molecular density and order of magnitude of the mobility are roughly typical of anthracene-like crystals. The trap density and trap temperature are chosen values and depend on purity and growth. This matters greatly, since $J\propto N_t^{-3}$ at $l=3$: ten times more traps, with the rest fixed, lower the current a thousandfold. Real crystals can also have discrete trap levels or traps concentrated near surfaces, in which case neither (11) nor, for non-uniform traps, the link (3) need hold. A contact that cannot supply the current makes $J$ smaller than predicted, by an amount that depends on its barrier and on the voltage. The mobility is anisotropic, but for a layer uniform in its plane, with the field normal to it, the component along the layer normal is the one that enters. The figure of $10^{-4}\ \mathrm{A/cm^2}$ is thus a model value for the stated traps. Current-voltage curves for several thicknesses of like material, at one temperature, give both exponents, and where (11) holds these yield the same $l$. Diffusion alone separates them: in the example at $L=50\ \mathrm{\mu m}$ the local voltage exponent is about 3.9 at 200 V and 3.6 at 20 V, while the thickness exponent stays close to 7. By part 2 this agreement tests the assumptions behind the link (3), not the exponential distribution itself. The exponential distribution requires in addition that the slope stay constant over the range of voltage in which (11) applies. That range is bounded by diffusion at low voltage and by free charge at high voltage; in the example the current is already down to 0.76 of (11) at $0.3\,V_\times$. A drifting slope therefore does not by itself rule out exponential traps. The numerical output lists the values used here.

## Computed results

```
Scaling tests: l, power of V, power of L, J(numerical)/J(law)
  l = 2: 2.9987, -4.9990, 0.9991
  l = 3: 4.0000, -7.0000, 1.0000
  l = 5: 6.0000, -11.0000, 1.0000
l = 0.6: power of V 2.0000, of L -3.0000
Worked example
thickness L = 50 um, voltage drop V = 200 V
T = 300 K, trap temperature = 900 K, l = 3.0
kT = 0.02585 eV, kT_t = 0.07756 eV
mobility = 1.0 cm2/Vs, relative permittivity = 3.0
N = 4.0e+21 cm^-3, N_t = 1.0e+17 cm^-3
occupation factor Gamma = 1.20920
step occupation overestimates J by 1.7680
mean field = 0.0400 MV/cm, exit = 0.0700 MV/cm
trapped density at exit = 1.7408e+13 cm^-3
free density at exit = 1.1935e+10 cm^-3
free/trapped at exit = 6.856e-04
quasi-Fermi depth at exit = 0.6861 eV
J from the law = 1.3385e-04 A/cm2 = 1.3385 A/m2
J with free charge in Poisson = 1.3309e-04 A/cm2
J factor on doubling V (numerical) = 15.737
J divisor on doubling L (numerical) = 127.32
trap-free J at same V = 9.5625e-02 A/cm2
crossover voltage = 5346 V
mean field at crossover = 1.069 MV/cm
numerical J / trap-free J at crossover = 0.2948
Neglected effects
assumed free background = 1.0e+04 cm^-3
its trapped partner = 1.641e+11 cm^-3
J with / without background = 1.0199
contact free density for diffusion = 1.0e+18 cm^-3
J with diffusion / law = 1.1231 at 199.50 V, 50.76 um
J with diffusion / law = 1.7779 at 19.48 V, 53.47 um
neutral trap, reach 1 nm: lowering at exit = 0.0070 eV
  release factor = 1.311
charged-when-empty trap: lowering at exit = 0.1159 eV
  release factor = 88.6
at 310 K: l = 2.9032, J/J(300 K) = 2.1795
dissipated power = 0.0268 W/cm2
```
